# Internal Oxide Formation and Lateral Strain from Grain-Boundary Counterflow

## Definitions and conventions

A flat scale of oxide $\mathrm{M}_a\mathrm{O}_b$ has thickness $h$. The coordinate $x$ runs from the metal, $x=0$, to the gas, $x=h$. Ions travel along grain boundaries that cross the scale, and all fluxes are averaged over the scale area.

Both ion fluxes are counted in formula units of oxide, in mol per area and time. If $j_M$ metal ions move outward and $j_O$ oxygen ions move inward, then

$$n_M=\frac{j_M}{a},\qquad n_O=\frac{j_O}{b},\qquad K=n_M+n_O .$$

Both are positive in ordinary growth. The oxygen share is $t_O=n_O/K$ and the metal share is $t_M=1-t_O$. The molar volume of oxide is $\Omega$. The internal formation rate $r$ is in mol of oxide per scale volume and time; a negative $r$ means that oxide is removed. A prime denotes $d/dx$, and a dot denotes a time derivative.

The scale sits on a thick substrate that prevents lateral spreading. Its grains creep at constant volume, so oxide inserted sideways ends up as thickness. The lateral growth-strain rate $\dot\varepsilon$ is the rate at which a thin slice would spread if it were free of stress. It differs from the elastic strain in the attached scale.

Defects are dilute and their storage is neglected, so transport is quasi-steady. Elastic volume changes are also neglected. Boundary tractions are zero until they are introduced below.

## First case: uniform shares

Let the oxygen share be the same at every depth. The oxide composition is fixed, so a slice can gain metal and oxygen only in the ratio $a:b$.

The lattice itself may move, with velocity $v(x)$. It carries $1/\Omega$ formula units per volume. Relative to the laboratory, the outward fluxes of metal and oxygen, each divided by its stoichiometric number, are

$$\frac{v}{\Omega}+n_M,\qquad \frac{v}{\Omega}-n_O .$$

Neither may pile up, so both derivatives vanish. The volume created in a slice drives the lattice apart, $v'=\Omega r$. Hence

$$n_M'=-r,\qquad n_O'=r. \tag{1}$$

Adding these gives $K'=0$: the total growth flux is uniform. Since $n_O=Kt_O$, the second relation becomes

$$\boxed{r=K\,\frac{dt_O}{dx}}. \tag{2}$$

With a uniform share, $r=0$, however large the two opposed fluxes are. Metal passes through to the gas surface and oxygen passes through to the metal. Counterflow alone therefore does not deposit oxide inside the scale; a change of share with depth is needed.

## Second case: two layers

Take an inner layer with share $t_1$ and an outer layer with share $t_2$. At the plane between them, oxygen arrives from the outside at rate $Kt_2$ and leaves toward the metal at rate $Kt_1$. The plane forms oxide at the rate

$$K(t_2-t_1)$$

per area. The metal balance agrees: metal arrives at $K(1-t_1)$ and leaves at $K(1-t_2)$, with the same difference.

If $t_2>t_1$, oxide forms. If $t_2<t_1$, more oxygen and metal leave the plane than arrive, and oxide is consumed there.

For a continuous profile, integration of (2) gives the interior total

$$\int_0^h r\,dx=K[t_O(h)-t_O(0)]\equiv K\Delta t_O.$$

At the gas surface, oxide forms from arriving metal at rate $K[1-t_O(h)]$. At the metal interface, it forms from arriving oxygen at rate $Kt_O(0)$. The three contributions add to $K$. Thickness therefore grows as

$$\dot h=\Omega K. \tag{3}$$

When $\Delta t_O<0$, the two surfaces together form more than $K$, and the interior removes the excess.

## What sets the shares

The next stage replaces prescribed shares by transport laws. Let $\mu_M$ and $\mu_O$ be the chemical potentials of neutral metal and oxygen, and let $u=b\mu_O$. Local equilibrium with oxide of molar free energy $G$ requires

$$a\mu_M+u=G. \tag{4}$$

The ions and electrons have electrochemical potentials $\eta_M,\eta_O,\eta_e$. For a metal ion of charge number $z$ and an oxygen ion of charge number $-2$,

$$\mu_M=\eta_M+z\eta_e,\qquad \mu_O=\eta_O-2\eta_e.$$

Neutrality of the oxide gives $Z\equiv az=2b$. Therefore

$$b\eta_O=u+Z\eta_e,\qquad a\eta_M=G-u-Z\eta_e.$$

Each ion is taken to respond to its own potential gradient, without cross terms. Oxygen moves inward down $b\eta_O$, and metal moves outward down $a\eta_M$:

$$n_O=L_O g,\qquad n_M=L_M g,\qquad g=u'+Z\eta_e'. \tag{5}$$

The same force acts on both because $G$ is uniform. With $L=L_O+L_M$,

$$t_O=\frac{L_O}{L}. \tag{6}$$

The electronic conductance cancels from this share, but it still affects the total rate. Let the outward electron flux be $-L_e\eta_e'$. Outward metal ions and inward oxygen ions both carry positive current outward, together $ZK$ in units of the Faraday constant. Zero total current requires

$$ZK+L_e\eta_e'=0,\qquad \eta_e'=-\frac{ZK}{L_e}.$$

Inserting this in $K=Lg$ gives

$$K=L\left(u'-\frac{Z^2K}{L_e}\right)
\quad\Longrightarrow\quad
K=\theta Lu',\qquad
\theta=\frac{1}{1+Z^2L/L_e}. \tag{7}$$

For $L_e\gg Z^2L$, $\theta\to1$ and ions limit growth. For $L_e\ll Z^2L$, $K\to L_eu'/Z^2$ and electrons limit it.

Since $K$ is uniform, integration of (7) across the scale gives

$$Kh=\int_{u(0)}^{u(h)}\theta L\,du\equiv\Lambda,
\qquad h\dot h=\Omega\Lambda. \tag{8}$$

If the end potentials and conductance laws are fixed in time, growth is parabolic: $h^2=h_0^2+2\Omega\Lambda t$. Grain coarsening would make $L$ depend on time and break this law.

As a closed limit, suppose $\theta L$ is constant and $t_O$ varies linearly with $u$. Then $u$, and hence $t_O$, is linear in $x$, so $r=K\Delta t_O/h$ is uniform. Curved conductance laws redistribute this source, but its integral still depends on the end shares.

## The sign from defect charge

Consider $\mathrm{M}_2\mathrm{O}_3$, with $a=2$, $b=3$, $z=3$ and $Z=6$. Let $p$ be the oxygen pressure in equilibrium with the local oxide and $n$ the electron concentration. Holes have concentration $m\propto1/n$.

To create an oxygen vacancy of charge $+2$, the oxide releases half an $\mathrm{O}_2$ molecule and two electrons. Mass action gives its concentration as proportional to $p^{-1/2}n^{-2}$. A metal vacancy of charge $-3$ forms when $3/4$ of an $\mathrm{O}_2$ molecule builds new oxygen sites and releases three holes. Its concentration is proportional to $p^{3/4}m^{-3}$, or $p^{3/4}n^3$. The interstitial reactions are treated likewise: oxygen interstitials of charge $-2$ vary as $p^{1/2}n^2$, and metal interstitials of charge $+3$ as $p^{-3/4}n^{-3}$.

All four laws have the form

$$c_q=C_qw^q,\qquad w=\frac{p^{-1/4}}{n}. \tag{9}$$

The constants absorb units and formation energies. To find how $w$ changes, write neutrality as

$$\sum_q q c_q+m-n+N=0,$$

where $N$ is any fixed dopant charge. Define $s=-d\ln w/d\ln p$. From (9), $\ln n=-\tfrac14\ln p-\ln w$, so

$$\frac{d\ln n}{d\ln p}=s-\tfrac14,\qquad
\frac{d\ln m}{d\ln p}=\tfrac14-s,\qquad
\frac{dc_q}{d\ln p}=-qsc_q.$$

Differentiating neutrality gives

$$-s\sum_q q^2c_q+(m+n)\left(\tfrac14-s\right)=0,$$

and therefore

$$s=\frac14\,\frac{m+n}{m+n+\sum_q q^2c_q}. \tag{10}$$

Thus $0<s<1/4$: $w$ falls from metal to gas.

Two limits fix the familiar slopes. If holes compensate metal vacancies, $m=3c$ and $\sum q^2c_q=9c=3m$. Then $s=1/16$, and the vacancy concentration varies as $p^{3/16}$. If electrons compensate oxygen vacancies, $n=2c$ and $\sum q^2c_q=2n$. Then $s=1/12$, and the concentration varies as $p^{-1/6}$.

Now let one defect of charge $q_O$ carry oxygen and one of charge $q_M$ carry metal, with diffusivities independent of depth. Their conductances are proportional to their concentrations, so

$$\ln\frac{t_O}{1-t_O}=\text{constant}+(q_O-q_M)\ln w.$$

The derivative of the left side is $t_O'/[t_O(1-t_O)]$. Equation (2) becomes

$$r=K t_O t_M(q_O-q_M)\frac{d\ln w}{dx}. \tag{11}$$

Since $d\ln w/dx<0$, oxide forms inside when $q_M>q_O$ and is removed when $q_M<q_O$.

For the vacancy pair, $q_M=-3$ and $q_O=2$, so $r<0$. Oxygen vacancies move outward from the metal and metal vacancies move inward from the gas. Three of the former and two of the latter together make one missing formula unit. When they annihilate, lattice sites disappear. For the interstitial pair, $q_M=3$ and $q_O=-2$, so $r>0$: arriving extra ions build new oxide. The mixed pairs follow the same rule. Oxygen vacancies with metal interstitials form oxide; oxygen interstitials with metal vacancies remove it.

If several defects carry one element, or diffusivities vary with depth, (11) needs their combined conductance. Equation (2) still holds.

## From inserted volume to lateral strain

Begin with square columns of side $d$. Their vertical boundaries have area $2/d$ per scale volume. If all internal oxide is plated there, each boundary opens at speed

$$V=\frac{\Omega r}{2/d}=\frac{\Omega rd}{2}.$$

One boundary is crossed in each distance $d$, so the strain rate in either lateral direction is $V/d=\Omega r/2$. The grain size cancels at fixed $r$, although it still affects $K$ through the boundary area.

For columns of any cross-section and uniform opening speed, sum over boundary lengths $\ell$ with unit normals $\mathbf n$ in plan area $A$:

$$\dot\varepsilon_{ij}=\frac{V}{A}\sum_{\text{boundaries}}\ell\,n_in_j. \tag{12}$$

The trace is $V\sum\ell/A$, which is the inserted volume rate $\Omega r$. An isotropic pattern divides it equally between the two directions. If a fraction $\phi$ of the volume appears as lateral dilatation, then

$$\boxed{\dot\varepsilon=\frac{\phi}{2}\Omega r
=\frac{\phi}{2}\dot h\,\frac{dt_O}{dx}}. \tag{13}$$

Vertical columns have $\phi=1$. Isotropic equiaxed grains share the volume among three directions, so $\phi=2/3$.

Grain shape matters. A Voronoi pattern was generated from 4000 random points in a unit square, and (12) was summed over boundaries lying wholly between 0.1 and 0.9 in both coordinates. The $x$ direction received 0.507 of the lateral dilatation, close to one half for this finite sample. After a twofold stretch along $x$, its part was 0.267 for this sample; the limit for isotropically oriented boundaries is 0.260. Long grains place fewer openings along their length and therefore spread more across it.

Averaging (13) through the thickness gives

$$\langle\dot\varepsilon\rangle
=\frac{\phi}{2}\frac{\dot h}{h}\Delta t_O. \tag{14}$$

For constant $\phi$ and $\Delta t_O$, integration from $h_1$ to $h_2$ yields

$$\int\langle\dot\varepsilon\rangle\,dt
=\frac{\phi}{2}\Delta t_O\ln\frac{h_2}{h_1}. \tag{15}$$

This is the accumulated average rate. It is not the strain history of one material slice, which moves through the changing profile.

## Worked scale

The following round parameters describe a model $\mathrm{M}_2\mathrm{O}_3$ scale:

- Temperature 1373.15 K, with $RT=11.42$ kJ/mol.
- Oxygen pressure $10^{-30}$ bar at the metal and 0.2 bar at the gas.
- Thickness 1 µm, columnar grains 500 nm wide, boundaries 1 nm wide, $\phi=1$.
- $\Omega=25$ cm³/mol.
- Diffusivity $5\times10^{-9}$ cm²/s for both ionic defects and $10^{-3}$ cm²/s for electrons and holes.

The boundary area fraction is $f=2(1)/500=0.004$. Since $\mu_O=\tfrac12RT\ln p$ plus a constant, the potential drop is

$$\Delta u=\tfrac32(11.42)\ln\frac{0.2}{10^{-30}}
=1155\ \text{kJ/mol}.$$

Within the boundary, concentrations follow

$$c_q=c_0\left(\frac{p}{p_*}\right)^{-q/4}
\left(\frac{n}{n_i}\right)^{-q},\qquad mn=n_i^2,$$

with $c_0=1$ mol/m³, $n_i=0.01$ mol/m³ and $p_*=10^{-15}$ bar. Either the vacancy pair or the interstitial pair is present, without dopants. Neutrality was solved by root finding at 801 pressures equally spaced in $\ln p$. Neutrality within the boundary is itself a model assumption. For a relative permittivity of 10, the Debye length at these concentrations is about 1 to 3 nm, comparable with or larger than the boundary width, so charge in the adjoining grains could shift the defect balance of a real boundary. For defect diffusivity $D$ and electronic diffusivity $D_e$,

$$L_O=\frac{fc_OD}{9RT},\qquad
L_M=\frac{fc_MD}{4RT},\qquad
L_e=\frac{f(n+m)D_e}{RT}.$$

The factors 9 and 4 are $b^2$ and $a^2$: one factor converts ion flux to formula units, and the other converts the driving potential. The integral in (8) was evaluated by the trapezoidal rule.

For **vacancies**, $t_O$ falls from 0.992 at the metal to 0.018 at the gas, so $\Delta t_O=-0.974$. The growth flux is $8.99\times10^{-8}$ mol/(m² s). Thus

$$\dot h=(25\times10^{-6})(8.99\times10^{-8})
=2.25\times10^{-12}\ \text{m/s}=0.0081\ \text{µm/h}.$$

The mean strain rate is

$$\langle\dot\varepsilon\rangle
=\tfrac12(0.0081)(-0.974)
=-3.9\times10^{-3}\ \text{h}^{-1}.$$

The local rate is strongest at $x/h=0.19$, where it is $-2.1\times10^{-2}$ h⁻¹. The two surfaces form $0.992K$ and $0.982K$, while the interior removes $0.974K$. Constraint turns this contraction into lateral tension.

For **interstitials**, $t_O$ rises from 0.011 to 0.984. Now $K=9.51\times10^{-8}$ mol/(m² s), and $0.973K$ forms inside. The mean strain rate is $+4.2\times10^{-3}$ h⁻¹, with a peak of $2.3\times10^{-2}$ h⁻¹ at $x/h=0.87$. Constraint turns this expansion into compression.

The times to grow from zero to 1 µm, $h^2/(2h\dot h)$, are 62 h for vacancies and 58 h for interstitials. Similar thickening rates thus accompany opposite lateral strains. Growth from 0.5 to 1 µm accumulates $\tfrac12|\Delta t_O|\ln2$, or 34% in magnitude, in both cases. Such a mismatch cannot be stored as small elastic strain.

With a chosen biaxial modulus of 533 GPa, 1 GPa corresponds to an elastic strain of $1/533=1.9\times10^{-3}$. At the mean rates, this takes about 29 min for vacancies and 27 min for interstitials. At the depth where the local rate peaks, it takes only about 5 min in either case. Creep must act within the longer time to keep the mean stress below 1 GPa, and within the shorter one to keep the local stress below it everywhere.

## When stress or reaction speed matters

Let $P(x)$ be the compressive normal traction on the boundary walls. Inserting a mole of oxide does work $\Omega P$, so equilibrium becomes

$$a\mu_M+u=G+\Omega P.$$

The oxygen force remains $g$, but the metal force becomes $g-\Omega P'$. Hence

$$K=L_Og+L_M(g-\Omega P')
\quad\Longrightarrow\quad
g=\frac{K+L_M\Omega P'}{L}.$$

Substitution in $n_O=L_Og$ gives

$$n_O=K\frac{L_O}{L}+H\Omega P',\qquad
H=\frac{L_OL_M}{L},\qquad r=n_O'. \tag{16}$$

For uniform conductances, $r=H\Omega P''$. A compression maximum has $P''<0$ and removes oxide, as it should. Setting $P'=0$ recovers the earlier result.

Take $P=4P_0(x/h)(1-x/h)$ with $P_0=1$ GPa. Its end slopes are $\pm4P_0/h$. With $K$ and the conductances held at their traction-free values, the interior total shifts by

$$-\frac{4\Omega P_0}{h}[H(0)+H(h)],$$

which is $-0.0076K$ for vacancies and $-0.0070K$ for interstitials. For the tension expected in the vacancy case, the sign reverses. Taken alone, both direct shifts oppose the growth strain but are small beside the interior totals.

Stress can alter defect concentrations more strongly. At 1 GPa, $\Omega P_0=25$ kJ/mol. If all this work raises the potential of the two metal ions at fixed oxygen potential and electron concentration, the metal-defect concentration changes by a factor of up to $\exp[25/(2\times11.42)]=3.0$. A local $L_O/L$ of 0.5 would then move to 0.25 or 0.75, depending on the defect. This is an upper estimate, because the electron concentration adjusts to keep the oxide neutral. With neutrality solved again for the worked scale, 1 GPa of compression moves the share from 0.5 to only 0.58 for vacancies and 0.45 for interstitials; for the tension expected with vacancies it moves to 0.45. Where the metal defect dominates neutrality, the shift is small and of the opposite sign. These values compare shares at the same oxygen potential. Traction also changes the conductances, and with them the growth flux and the depth at which each oxygen potential is found. The share at a given depth can therefore change by more than these values suggest. At the two surfaces the parabolic traction vanishes but its slope does not, so the end shares change only through the direct term. The flux $K$, however, does change. Take the parabolic traction with the sign each case produces, tension for vacancies and compression for interstitials, and again let all the work act on the metal ions. Solving transport and neutrality together then raises $K$ by about 25% and 23%, and shifts the share at a given depth by up to about 0.2. The interior total grows in magnitude by about 24% and 22%. Under this assumption the net effect of stress reinforces the growth strain and far outweighs the small opposing direct term.

A finite reaction rate gives another limit. At zero traction, define the excess affinity $X=a\mu_M+u-G$ and let $r=\kappa X$. The algebra leading to (16) applies with $\Omega P$ replaced by $X$:

$$\kappa X=K\left(\frac{L_O}{L}\right)'+(HX')'. \tag{17}$$

For constant $H$, the homogeneous equation has decay length $\sqrt{H/\kappa}$. Equation (2) with shares from (6) requires this length to be small compared with the distance over which $L_O/L$ changes. If both surfaces stay at equilibrium, $X=0$ there, so $r$ still falls to zero within about one decay length of each surface. If formation is frozen, $\kappa\to0$ gives $r\to0$, and affinity builds up instead.

## Relation to alumina scales

The temperature, pressures, grain size and thickness lie roughly in the regime of an alumina scale on a high-temperature alloy near 1100 °C. The defect concentrations and diffusivities are model choices, not measured alumina properties. Elastic strains in growing alumina scales are typically of order $10^{-3}$ or less. They cannot be compared directly with the accumulated 34% here, because creep can relieve the mismatch as it forms. The nearly complete reversal of transport share follows from the chosen defect constants and diffusivities, and real alumina need not show it. With thickness and growth speed held at the vacancy-case values, reducing $|\Delta t_O|$ to 0.1 would lower the mean rate to about $4\times10^{-4}$ h⁻¹. Creep then reduces the retained elastic strain further. Compression in a scale does not by itself identify interstitial transport, since other sources of stress may act.

Some other effects are small for these inputs. The electronic factor $\theta$ stays above 0.997, and defects occupy at most about $10^{-4}$ of their boundary sites. If the product of defect concentration and diffusivity in the lattice is $10^{-5}$ of its boundary value, lattice flux is $10^{-5}/0.004=0.25\%$ of boundary flux. A larger lattice contribution would require its own conductances in (6), and oxide formed within grains would not follow the boundary-opening law (12).

All numerical values are calculated from the stated model.
